**The cell integral of r × j against the true orbital magnetisation**

For a periodic, divergence-free current \(\mathbf j=c\nabla\times\mathbf M\) of zero average, \(\mathbf m_{\rm cell}/V=\frac{1}{4\pi c}\sum_k\sum_{n\neq0}\mathbf a_k\times\mathbf j_{n\mathbf b_k}e^{in\mathbf b_k\cdot\mathbf r_0}/(in)\), where \(\mathbf a_k,\mathbf b_k\) are lattice and reciprocal vectors, \(V\) the cell volume and \(\mathbf r_0\) the cell corner, and \(\mathbf j\) fixes \(\mathbf M(\mathbf r)\) only up to a constant \(\mathbf M_0\) and a periodic gradient. On a random triclinic current the program asserts this formula against Gauss quadrature for shifted and sheared cells, independence of the origin of \(\mathbf r\), the curl and divergence of the reconstructed field, the bulk-plus-surface identity, and the line integrals of the residual field. For the Haldane model it asserts closed forms of the cell moment against exact clipping of the bond currents, and a zero average over corners. It further asserts that the ribbon magnetisation integrated from the vacuum agrees with \(-\partial\Omega/\partial B\) and with the \(k\)-space formula, that central ribbon currents equal bulk currents at both chemical potentials \(\mu\), and that \(c\,dM/d\mu=C/2\pi\) with Chern number \(C\) equal to minus the bottom-edge chirality. Currents and \(cM\) are printed as \(\hbar I/e\) in eV. The output shows cell moments from \(-0.034\) to \(+0.017\,\mu_B\) for four cells, while the true \(M\) is \(0.110\,\mu_B\) per cell at \(\mu=-0.9\) eV and \(-0.025\,\mu_B\) at \(-0.3\) eV with the same bulk currents. At \(\phi=\pi/2\), \(\Delta=0\), \(\mu=0.4\) eV the bulk currents vanish and \(M=-0.090\,\mu_B\) per cell.

## Check in Python

```python
# Result under test (Gaussian atomic units, electron charge -1, j = c curl M):
# for a periodic, divergence-free current j of zero cell average,
#   m_cell/V = (1/2cV) int_cell r x j
#            = (1/4 pi c) sum_k sum_{n!=0} a_k x j_{n b_k} exp(i n b_k.r0)/(i n)
# depends on the cell corner r0 and cell shape and averages to zero over r0.
# j fixes a periodic M(r) only up to M0 + grad f; the macroscopic M = M0 is set by
# the surface current. Haldane model: same bulk currents, c dM/dmu = C/2pi in the gap.
# a_k, b_k lattice and reciprocal vectors, V cell volume, mu chemical potential,
# C Chern number. Lattice currents I and c*M (2D) are held as hbar*I/e in eV.
import itertools
import numpy as np
from scipy import constants as sc
from scipy.special import erfc

rng = np.random.default_rng(7)

def gauss01(n):
    x, w = np.polynomial.legendre.leggauss(n)
    return (x + 1) / 2, w / 2

# ---------- continuum theorems, random triclinic field, c = 1 ----------
lat = np.array([[3.0, 0, 0], [0.8, 2.7, 0], [0.5, -0.6, 3.2]])
vol = np.linalg.det(lat)
ints = np.array([n for n in itertools.product(range(-2, 3), repeat=3) if any(n)])
Gs = ints @ (2 * np.pi * np.linalg.inv(lat).T)
G2 = (Gs ** 2).sum(1)[:, None]

def real_coeffs(m):
    c = rng.normal(size=(len(Gs), m)) + 1j * rng.normal(size=(len(Gs), m))
    return (c + c[::-1].conj()) / 2      # reversed list holds -G

def field(c, r):
    return (np.exp(1j * r @ Gs.T) @ c).real

def derivs(F, r, h=1e-3):
    return [(8 * (F(r + h * e) - F(r - h * e)) - F(r + 2 * h * e) + F(r - 2 * h * e)) / (12 * h)
            for e in np.eye(3)]

def curl(F, r):
    D = derivs(F, r)
    return np.stack([D[1][:, 2] - D[2][:, 1], D[2][:, 0] - D[0][:, 2], D[0][:, 1] - D[1][:, 0]], 1)

jG = real_coeffs(3)
jG = jG - Gs * (Gs * jG).sum(1)[:, None] / G2
xg, wg = gauss01(28)
X3 = np.array(np.meshgrid(xg, xg, xg, indexing="ij")).reshape(3, -1).T
W3 = np.einsum("i,j,k->ijk", wg, wg, wg).ravel()

def cell_quadrature(cell, r0, origin=np.zeros(3)):
    r = r0 + X3 @ cell
    return 0.5 * W3 @ np.cross(r - origin, field(jG, r))

def cell_formula(cell, r0):
    m = np.rint(Gs @ cell.T / (2 * np.pi)).astype(int)
    s = np.zeros(3, complex)
    for g, mi, c in zip(Gs, m, jG):
        if np.count_nonzero(mi) == 1:
            k = np.flatnonzero(mi)[0]
            s += np.cross(cell[k], c) * np.exp(1j * g @ r0) / (1j * mi[k])
    return s.real / (4 * np.pi)

shear3 = np.array([[1, 0, 0], [1, 1, 0], [0, 0, 1]]) @ lat
rA, rB = np.array([0.3, 0.1, -0.4]), np.array([1.1, 0.9, 0.7])
q = []
for cell, r0 in [(lat, rA), (lat, rB), (shear3, rA)]:
    q.append(cell_quadrature(cell, r0))
    assert np.allclose(q[-1], cell_formula(cell, r0), atol=1e-9)
assert np.linalg.norm(q[0] - q[1]) > 1e-2 and np.linalg.norm(q[0] - q[2]) > 1e-2
assert np.allclose(cell_quadrature(lat, rA, np.array([5.0, -2, 3])), q[0], atol=1e-9)

MT = 1j * np.cross(Gs, jG) / G2
M0 = np.array([0.7, -1.2, 0.4])
gradf = 1j * Gs * real_coeffs(1) / np.sqrt(G2)
Mfull = lambda r: field(MT + gradf, r) + M0
pts = rng.uniform(-3, 3, (20, 3))
assert np.allclose(curl(Mfull, pts), field(jG, pts), atol=1e-6)
D = derivs(lambda r: field(MT, r), pts)
assert np.abs(D[0][:, 0] + D[1][:, 1] + D[2][:, 2]).max() < 1e-6

# bulk moment plus moment of the surface current M x n equals M0
X2 = np.array(np.meshgrid(xg, xg, indexing="ij")).reshape(2, -1).T
W2 = np.outer(wg, wg).ravel()
surf = np.zeros(3)
for k in range(3):
    u, v = lat[(k + 1) % 3], lat[(k + 2) % 3]
    for side, sg in [(0, -1), (1, 1)]:
        r = rA + side * lat[k] + X2[:, :1] * u + X2[:, 1:] * v
        surf += 0.5 * W2 @ np.cross(r, np.cross(Mfull(r), sg * np.cross(u, v))) / vol
assert np.allclose(q[0] + surf, M0, atol=1e-9)

# arbitrary periodic M: rebuild from its numerical curl; residual is M0 + gradient
Many = real_coeffs(3)
Fany = lambda r: field(Many, r) + M0
grid = np.array(list(itertools.product(range(5), repeat=3))) / 5 @ lat
jnum = np.exp(-1j * grid @ Gs.T).T @ curl(Fany, grid) / len(grid)
Mreb = 1j * np.cross(Gs, jnum) / G2
resid = lambda r: Fany(r) - field(Mreb, r)
xl, wl = gauss01(48)
line = lambda F, p, s: wl @ (F(p + xl[:, None] * (s - p)) @ (s - p))
tri = rng.uniform(-1.5, 1.5, (3, 3))
loop = lambda F: sum(line(F, tri[i], tri[(i + 1) % 3]) for i in range(3))
assert abs(loop(resid)) < 1e-6 and abs(loop(Fany)) > 1e-3
for k in range(3):
    assert abs(line(resid, tri[0], tri[0] + lat[k]) - M0 @ lat[k]) < 1e-6

# ---------- Haldane model ----------
a, t1, t2, phi, delta, sig = 2.5, 1.0, 0.3, np.pi / 4, 0.2, 0.08
mus = [-0.9, -0.3]
hgt = a * np.sqrt(3) / 2
A2 = np.array([[a, 0], [a / 2, hgt]])
area = a * hgt
tau = np.array([[0, 0], [1 / 3, 1 / 3]])
hb2m = sc.hbar ** 2 / sc.m_e / sc.e * 1e20      # eV A^2
to_muB = 2 * area / hb2m                        # cM in eV -> mu_B per cell
to_uA = sc.e ** 2 / sc.hbar * 1e6               # eV -> microampere

def bond_types(ph):
    b = [(0, 1, np.array(d), t1 + 0j) for d in [(0, 0), (-1, 0), (0, -1)]]
    for s, sg in [(0, 1), (1, -1)]:
        b += [(s, s, np.array(d), t2 * np.exp(1j * sg * ph)) for d in [(1, 0), (-1, 1), (0, -1)]]
    return b

def bulk(ph, dl, mulist, n=90):
    f = np.array(list(itertools.product(range(n), repeat=2))) / n
    k = f @ (2 * np.pi * np.linalg.inv(A2).T)
    H = np.zeros((len(k), 2, 2), complex)
    dH = np.zeros((2, len(k), 2, 2), complex)
    H[:, 0, 0], H[:, 1, 1] = dl, -dl
    zs = []
    for s1, s2, d, amp in bond_types(ph):
        dr = (d + tau[s2] - tau[s1]) @ A2
        z = amp * np.exp(1j * k @ dr)
        zs.append((s1, s2, z))
        H[:, s1, s2] += z
        H[:, s2, s1] += z.conj()
        for x in range(2):
            dH[x][:, s1, s2] += 1j * dr[x] * z
            dH[x][:, s2, s1] += (1j * dr[x] * z).conj()
    E, U = np.linalg.eigh(H)
    uv, uc = U[:, :, 0], U[:, :, 1]
    I = np.array([np.mean(2 * (uv[:, s1].conj() * z * uv[:, s2]).imag) for s1, s2, z in zs])
    P = [np.einsum("ki,kij,kj->k", uc.conj(), dH[x], uv) for x in range(2)]
    cr = 2 * (P[0].conj() * P[1]).imag / (E[:, 1] - E[:, 0]) ** 2
    chern = -2 * np.pi * cr.mean() / area
    cM = [0.5 * np.mean((E.sum(1) - 2 * m) * cr) / area for m in mulist]
    return I, chern, cM, E[:, 0].max(), E[:, 1].min()

Nk = 240
kx = 2 * np.pi / a * np.arange(Nk) / Nk

def ribbon(N, ph, dl, beta=0.0):
    # zigzag ribbon along x; beta = eB/(hbar c) in 1/A^2, gauge A_x = -B y
    H = np.zeros((Nk, 2 * N, 2 * N), complex)
    V = np.zeros_like(H)
    bonds = []
    for j in range(N):
        H[:, 2 * j, 2 * j], H[:, 2 * j + 1, 2 * j + 1] = dl, -dl
    for j in range(N):
        for s1, s2, d, amp in bond_types(ph):
            if 0 <= j + d[1] < N:
                dx, dy = (d + tau[s2] - tau[s1]) @ A2
                y1 = (j + tau[s1][1]) * hgt
                z = amp * np.exp(1j * dx * (kx - beta * (y1 + dy / 2 - N * hgt / 2)))
                p, s = 2 * j + s1, 2 * (j + d[1]) + s2
                H[:, p, s] += z
                H[:, s, p] += z.conj()
                V[:, p, s] += 1j * dx * z
                V[:, s, p] += (1j * dx * z).conj()
                bonds.append((j, p, s, z, dx, y1, y1 + dy))
    return H, V, bonds

def ribbon_results(N, ph, dl, mulist):
    H, V, bonds = ribbon(N, ph, dl)
    E, U = np.linalg.eigh(H)
    vel = (U.conj() * (V @ U)).sum(1).real
    wbot = (np.abs(U[:, :N, :]) ** 2).sum(1)
    ys = (N // 2 + (np.arange(30) + 0.5) / 30) * hgt
    out = []
    for m in mulist:
        x = (E - m) / sig
        rho = (U * (0.5 * erfc(x))[:, None, :]) @ U.conj().transpose(0, 2, 1)
        prof, total, centre = np.zeros_like(ys), 0.0, []
        for j, p, s, z, dx, y1, y2 in bonds:
            I = np.mean(2 * (z * rho[:, s, p]).imag)
            lo, hi = min(y1, y2), max(y1, y2)
            fr = (ys > lo) * 1.0 if hi - lo < 1e-9 else np.clip((ys - lo) / (hi - lo), 0, 1)
            prof += I * dx / a * fr
            total += I * dx / a
            if j == N // 2:
                centre.append(I)
        assert abs(total) < 1e-8
        nu = (np.exp(-x ** 2) / (sig * np.sqrt(np.pi)) * wbot * vel).sum() * (kx[1] - kx[0])
        out.append((prof, np.array(centre), nu))
    return out

def grand(N, beta):
    E = np.linalg.eigvalsh(ribbon(N, phi, delta, beta)[0])
    xs = [(E - m) / sig for m in mus]
    return np.array([sig * (x * erfc(x) / 2 - np.exp(-x ** 2) / (2 * np.sqrt(np.pi))).sum() / Nk
                     for x in xs])

Ib, chern, cMk, vmax, cmin = bulk(phi, delta, mus)
assert all(m - vmax > 5 * sig and cmin - m > 5 * sig for m in mus)
assert np.abs(Ib[:3]).max() < 1e-10 and np.ptp(Ib[3:6]) < 1e-10 and np.ptp(Ib[6:]) < 1e-10
IA, IB = Ib[3], Ib[6]
C = round(chern)
assert abs(chern - C) < 1e-8 and abs(C) == 1

def cell_clip(T, s0):
    # exact (1/2A) int r x j over the cell with rows of T as edges, lattice coordinates
    Ti = np.linalg.inv(T)
    tot = 0.0
    for n in itertools.product(range(-3, 5), repeat=2):
        for (s1, s2, d, amp), I in zip(bond_types(phi), Ib):
            p, dr = np.array(n) + tau[s1], d + tau[s2] - tau[s1]
            u, du = (p - s0) @ Ti, dr @ Ti
            lo, hi = 0.0, 1.0
            for c in range(2):
                if abs(du[c]) < 1e-12:
                    if not 0 <= u[c] < 1:
                        hi = -1.0
                else:
                    ta, tb = sorted([-u[c] / du[c], (1 - u[c]) / du[c]])
                    lo, hi = max(lo, ta), min(hi, tb)
            if hi > lo:
                r1, r2 = p + lo * dr, p + hi * dr
                tot += 0.5 * I * (r1[0] * r2[1] - r1[1] * r2[0])
    return tot

plain, shear = np.eye(2), np.array([[1.0, 0], [1, 1]])
subl = [(IA, 0.0), (IB, 1 / 3)]
f_plain = lambda s: -0.5 * sum(I * (1 - (s[0] - t) % 1 - (s[1] - t) % 1) for I, t in subl)
f_shear = lambda s: -0.5 * sum(I * (0.5 - (s[1] - t) % 1) for I, t in subl)
for s in rng.uniform(0, 1, (6, 2)):
    assert abs(cell_clip(plain, s) - f_plain(s)) < 1e-9
    assert abs(cell_clip(shear, s) - f_shear(s)) < 1e-9
mid = (np.arange(6) + 0.5) / 6
avg = np.mean([cell_clip(plain, np.array(s)) for s in itertools.product(mid, mid)])
assert abs(avg) < 1e-9
cases = [("plain, s=(1/6,1/6)", plain, (1 / 6, 1 / 6)), ("plain, s=(1/6,2/3)", plain, (1 / 6, 2 / 3)),
         ("plain, s=(2/3,2/3)", plain, (2 / 3, 2 / 3)), ("sheared, s=(1/6,2/3)", shear, (1 / 6, 2 / 3))]
cellv = [cell_clip(T, np.array(s)) for _, T, s in cases]
assert np.ptp(cellv) > 1e-3 and abs(cellv[1] - cellv[3]) > 1e-4

Nrow = 40
rib = ribbon_results(Nrow, phi, delta, mus)
cM = [r[0].mean() for r in rib]
beta = 5e-5
dO = {N: (grand(N, beta) - grand(N, -beta)) / (2 * beta) for N in (36, 30)}
cMth = -(dO[36] - dO[30]) / (6 * area)
for i in range(2):
    assert np.allclose(rib[i][1], Ib, atol=1e-6)      # same bulk currents at both mu
    assert abs(cM[i] - cMk[i]) < 1e-6
    assert abs(cM[i] - cMth[i]) < 1e-5
    assert abs(rib[i][2] + C) < 1e-5                  # bottom-edge chirality = -C
assert np.ptp(rib[1][0] - rib[0][0]) < 1e-6 and np.ptp(rib[0][0]) > 1e-3
slope = (cM[1] - cM[0]) / (mus[1] - mus[0])
assert abs(slope - C / (2 * np.pi)) < 1e-5

mu0 = 0.4
I0, ch0, cMk0, v0, c0 = bulk(np.pi / 2, 0.0, [mu0])
r0 = ribbon_results(Nrow, np.pi / 2, 0.0, [mu0])[0]
assert c0 - mu0 > 5 * sig and mu0 - v0 > 5 * sig
assert np.abs(I0).max() < 1e-10 and np.abs(r0[1]).max() < 1e-6
cM0 = r0[0].mean()
assert abs(cM0 - round(ch0) * mu0 / (2 * np.pi)) < 1e-6 and abs(cM0 - cMk0[0]) < 1e-6

print(f"a = {a} A, t1 = {t1} eV, t2 = {t2} eV, phi = {phi:.6f} rad, Delta = {delta} eV")
print(f"smearing = {sig} eV, ribbon rows = {Nrow}, ribbon k points = {Nk}")
print(f"cell area = {area:.5f} A^2, hbar^2/m_e = {hb2m:.5f} eV A^2")
print(f"1 eV of hbar*I/e = {to_muB:.5f} mu_B per cell = {to_uA:.3f} uA")
print(f"valence top = {vmax:.4f} eV, conduction bottom = {cmin:.4f} eV, Chern = {chern:.6f}")
print(f"bulk I_A = {IA:.6f} eV, I_B = {IB:.6f} eV, max |I_NN| = {np.abs(Ib[:3]).max():.1e} eV")
for (name, _, _), v in zip(cases, cellv):
    print(f"cell moment {name}: {v:.6f} eV = {v * to_muB:.6f} mu_B/cell")
print(f"cell moment averaged over corners: {avg * to_muB:.1e} mu_B/cell")
print(f"loops round sites (I_A-I_B)/2: {(IA - IB) / 2 * to_muB:.6f} mu_B/cell")
print(f"loops round hexagons (I_B-I_A)/2: {(IB - IA) / 2 * to_muB:.6f} mu_B/cell")
for i, m in enumerate(mus):
    print(f"mu = {m} eV: central ribbon I_A = {rib[i][1][3]:.6f} eV, I_B = {rib[i][1][6]:.6f} eV")
    print(f"  cM ribbon = {cM[i]:.6f} eV, -dOmega/dB = {cMth[i]:.6f} eV, k-space = {cMk[i]:.6f} eV")
    print(f"  true M = {cM[i] * to_muB:.6f} mu_B/cell = {cM[i] * to_uA:.3f} uA")
    print(f"  net chirality of bottom edge = {rib[i][2]:.6f}")
print(f"c dM/dmu ribbon = {slope:.6f}, C/2pi = {C / (2 * np.pi):.6f} (dimensionless)")
print(f"dM/dmu = {slope * to_muB:.6f} mu_B/cell per eV = {slope * to_uA:.3f} uA per eV")
print(f"change of M between the two mu = {(cM[1] - cM[0]) * to_muB:.6f} mu_B/cell")
print(f"phi = pi/2, Delta = 0, mu = {mu0} eV: gap {v0:.4f} to {c0:.4f} eV, Chern = {ch0:.6f}")
print(f"  max bulk |I| = {np.abs(I0).max():.1e} eV, cM = {cM0:.6f} eV")
print(f"  true M = {cM0 * to_muB:.6f} mu_B/cell = {cM0 * to_uA:.3f} uA")
print("OK")
```

It prints:

```
a = 2.5 A, t1 = 1.0 eV, t2 = 0.3 eV, phi = 0.785398 rad, Delta = 0.2 eV
smearing = 0.08 eV, ribbon rows = 40, ribbon k points = 240
cell area = 5.41266 A^2, hbar^2/m_e = 7.61996 eV A^2
1 eV of hbar*I/e = 1.42065 mu_B per cell = 243.413 uA
valence top = -1.4102 eV, conduction bottom = 0.2659 eV, Chern = -1.000000
bulk I_A = 0.036597 eV, I_B = -0.034962 eV, max |I_NN| = 2.8e-17 eV
cell moment plain, s=(1/6,1/6): -0.023853 eV = -0.033887 mu_B/cell
cell moment plain, s=(1/6,2/3): -0.005963 eV = -0.008472 mu_B/cell
cell moment plain, s=(2/3,2/3): 0.011927 eV = 0.016944 mu_B/cell
cell moment sheared, s=(1/6,2/3): 0.005963 eV = 0.008472 mu_B/cell
cell moment averaged over corners: -3.6e-17 mu_B/cell
loops round sites (I_A-I_B)/2: 0.050831 mu_B/cell
loops round hexagons (I_B-I_A)/2: -0.050831 mu_B/cell
mu = -0.9 eV: central ribbon I_A = 0.036597 eV, I_B = -0.034962 eV
  cM ribbon = 0.077734 eV, -dOmega/dB = 0.077734 eV, k-space = 0.077734 eV
  true M = 0.110433 mu_B/cell = 18.921 uA
  net chirality of bottom edge = 1.000000
mu = -0.3 eV: central ribbon I_A = 0.036597 eV, I_B = -0.034962 eV
  cM ribbon = -0.017759 eV, -dOmega/dB = -0.017759 eV, k-space = -0.017759 eV
  true M = -0.025230 mu_B/cell = -4.323 uA
  net chirality of bottom edge = 1.000000
c dM/dmu ribbon = -0.159155, C/2pi = -0.159155 (dimensionless)
dM/dmu = -0.226104 mu_B/cell per eV = -38.740 uA per eV
change of M between the two mu = -0.135662 mu_B/cell
phi = pi/2, Delta = 0, mu = 0.4 eV: gap -1.0000 to 1.0000 eV, Chern = -1.000000
  max bulk |I| = 2.8e-17 eV, cM = -0.063662 eV
  true M = -0.090442 mu_B/cell = -15.496 uA
OK
```
